# Why d-Band Cohesion Follows Band Filling and the Root of Coordination: a program that tests the result

```python
"""Second-moment (Friedel) model of d-electron bonding.

Result under test: the d bond energy per atom is approximately
    E_bond = -(W/20) N (10-N),  W = sqrt(12 Z) h,
    h^2 = (dds^2 + 2 ddp^2 + 2 ddd^2)/5
N: d electrons per atom, Z: number of nearest neighbours, W: width of the
rectangular band, dds/ddp/ddd: sigma, pi, delta hopping integrals.
Energies are in eV from the on-site level, lengths in angstrom.
The second moment Z h^2 is exact; the rectangular shape is a model.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

HARTREE = physical_constants["Hartree energy in eV"][0]
DDS, DDP, DDD = -0.90, 0.60, -0.15
BOND_LENGTH = 2.70
DECAY_HOP, DECAY_REP = 1.8, 5.4

# d orbitals as orthonormal symmetric traceless 3x3 tensors
r2, r6 = np.sqrt(2), np.sqrt(6)
ORBITALS = np.array([
    [[0, 1, 0], [1, 0, 0], [0, 0, 0]],
    [[0, 0, 0], [0, 0, 1], [0, 1, 0]],
    [[0, 0, 1], [0, 0, 0], [1, 0, 0]],
    [[1, 0, 0], [0, -1, 0], [0, 0, 0]],
    [[-1, 0, 0], [0, -1, 0], [0, 0, 2]]], dtype=float)
ORBITALS[:4] /= r2
ORBITALS[4] /= r6


def hopping(direction, sigma=DDS, pi=DDP, delta=DDD):
    """5x5 hopping matrix for a bond along the given direction."""
    u = np.array(direction, dtype=float)
    u /= np.linalg.norm(u)
    qu = ORBITALS @ u
    uqu = qu @ u
    p_sigma = 1.5 * np.outer(uqu, uqu)
    p_pi = 2 * (qu @ qu.T - np.outer(uqu, uqu))
    p_delta = np.eye(5) - p_sigma - p_pi
    return sigma * p_sigma + pi * p_pi + delta * p_delta


def bond_energy(levels, n_elec):
    """Fill the lowest levels; energy per atom with ten states per atom."""
    levels = np.sort(np.ravel(levels))
    filled = int(round(n_elec / 10 * levels.size))
    return 10 * levels[:filled].sum() / levels.size


def crystal_levels(neighbours, primitive, mesh):
    """Band energies on a k mesh; neighbour vectors have unit length."""
    fractions = [(np.arange(m) + 0.5) / m for m in mesh]
    grid = np.array(list(itertools.product(*fractions)))
    k = 2 * np.pi * grid @ np.linalg.inv(primitive).T
    ham = np.zeros((len(k), 5, 5))
    for u in neighbours:
        ham += np.cos(k @ u)[:, None, None] * hopping(u)
    return np.linalg.eigvalsh(ham)


def friedel(n_elec, coordination):
    width = np.sqrt(12 * coordination) * h_rms
    return -width / 20 * n_elec * (10 - n_elec)


h_rms = np.sqrt((DDS**2 + 2 * DDP**2 + 2 * DDD**2) / 5)

# Hopping matrix: squared angular momentum about the bond is 0, 1, 4
for u in ([1, 2, 3], [0.3, -1.1, 0.4], [1, 1, 0]):
    x, y, z = np.array(u) / np.linalg.norm(u)
    cross = np.array([[0, -z, y], [z, 0, -x], [-y, x, 0]])
    turned = np.array([cross @ q - q @ cross for q in ORBITALS])
    generator = np.einsum("aij,bij->ab", ORBITALS, turned)
    assert np.allclose(-generator @ generator, hopping(u, 0, 1, 4))

# Structures with equal bond lengths
cube = list(itertools.product((-1, 0, 1), repeat=3))
fcc_int = [v for v in cube if np.dot(v, v) == 2]
bcc_int = [v for v in cube if np.dot(v, v) == 3]
sc_int = [v for v in cube if np.dot(v, v) == 1]
fcc_nn = np.array(fcc_int) / np.sqrt(2)
bcc_nn = np.array(bcc_int) / np.sqrt(3)
sc_nn = np.array(sc_int, dtype=float)
square_nn = sc_nn[sc_nn[:, 2] == 0]
chain_nn = square_nn[square_nn[:, 1] == 0]
fcc_cell = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / np.sqrt(2)
bcc_cell = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / np.sqrt(3)
dimer = np.linalg.eigvalsh(hopping([0, 0, 1]))
structures = {
    "dimer": (1, np.concatenate([dimer, -dimer])),
    "chain": (2, crystal_levels(chain_nn, np.eye(3), (400, 1, 1))),
    "square": (4, crystal_levels(square_nn, np.eye(3), (80, 80, 1))),
    "sc": (6, crystal_levels(sc_nn, np.eye(3), (24, 24, 24))),
    "bcc": (8, crystal_levels(bcc_nn, bcc_cell, (24, 24, 24))),
    "fcc": (12, crystal_levels(fcc_nn, fcc_cell, (24, 24, 24)))}
fcc, bcc = structures["fcc"][1], structures["bcc"][1]

# Moments theorem: band moments against explicit closed real-space paths
hops = {v: hopping(v) for v in fcc_int}
amplitude = {(0, 0, 0): np.eye(5)}
path_moments = {}
for power in range(1, 5):
    advanced = {}
    for site, matrix in amplitude.items():
        for step, t in hops.items():
            end = tuple(a + b for a, b in zip(site, step))
            advanced[end] = advanced.get(end, 0) + matrix @ t
    amplitude = advanced
    if (0, 0, 0) in amplitude:
        path_moments[power] = np.trace(amplitude[(0, 0, 0)]) / 5
    else:
        path_moments[power] = 0.0
    assert abs(np.mean(fcc**power) - path_moments[power]) < 1e-9

# Local moments in a 13-atom cluster with inequivalent atoms
sites = [(0, 0, 0)] + fcc_int
cluster = np.zeros((65, 65))
counts = np.zeros(13, dtype=int)
for i, j in itertools.permutations(range(13), 2):
    separation = np.subtract(sites[j], sites[i])
    if separation @ separation == 2:
        cluster[5*i:5*i+5, 5*j:5*j+5] = hopping(separation)
        counts[i] += 1
energies, states = np.linalg.eigh(cluster)
weights = (states**2).reshape(13, 5, 65).mean(axis=1)
local_mu2 = weights @ energies**2
assert len(set(counts)) > 1
assert np.allclose(local_mu2, counts * h_rms**2)

# Rectangle: explicit filling of uniformly spaced levels
width = np.sqrt(12 * 12) * h_rms
uniform = width * ((np.arange(10000) + 0.5) / 10000 - 0.5)
assert abs(np.mean(uniform**2) - 12 * h_rms**2) < 1e-6
for n in range(1, 10):
    assert abs(bond_energy(uniform, n) - friedel(n, 12)) < 1e-6

# Real bands: exact second moment, rigorous bound, approximate model
for z_nn, levels in structures.values():
    mu2 = np.mean(levels**2)
    assert abs(mu2 - z_nn * h_rms**2) < 1e-9
    for n in range(1, 10):
        bound = np.sqrt(mu2 * n * (10 - n))
        assert abs(bond_energy(levels, n)) <= bound + 1e-9
    assert abs(bond_energy(levels, 5) / friedel(5, z_nn) - 1) < 0.20
deviation = {}
for name in ("fcc", "bcc"):
    z_nn, levels = structures[name]
    errors = [abs(bond_energy(levels, n) - friedel(n, z_nn))
              for n in range(1, 10)]
    deviation[name] = max(errors) / abs(friedel(5, z_nn))
    assert deviation[name] < 0.20
z_values = np.array([s[0] for s in structures.values()])
half_filled = np.array([bond_energy(s[1], 5) for s in structures.values()])
exponent = np.polyfit(np.log(z_values), np.log(-half_filled), 1)[0]
assert abs(exponent - 0.5) < 0.1

# Odd closed paths break the symmetry between N and 10-N
asym = {name: max(abs(bond_energy(lv, n) - bond_energy(lv, 10 - n))
                  for n in range(1, 5))
        for name, lv in (("fcc", fcc), ("bcc", bcc))}
assert abs(np.mean(bcc**3)) < 1e-9 and asym["bcc"] < 1e-8
assert abs(path_moments[3]) > 1e-3 and asym["fcc"] > 1e-3

# Bond-length relaxation; repulsion puts fcc, N=5 at BOND_LENGTH
repulsion = 2 * DECAY_HOP * abs(friedel(5, 12)) / (12 * DECAY_REP)


def relaxed(n_elec, z_nn):
    def total(r):
        stretch = r - BOND_LENGTH
        return (z_nn / 2 * repulsion * np.exp(-DECAY_REP * stretch)
                + friedel(n_elec, z_nn) * np.exp(-DECAY_HOP * stretch))
    best = minimize_scalar(total, bounds=(1.5, 5), method="bounded",
                           options={"xatol": 1e-9})
    return best.x, best.fun


r12, e12 = relaxed(5, 12)
r6nn, e6nn = relaxed(5, 6)
r_n2, e_n2 = relaxed(2, 12)
assert abs(r12 - BOND_LENGTH) < 1e-5
assert abs(e12 - (1 - DECAY_HOP / DECAY_REP) * friedel(5, 12)) < 1e-7
z_power = np.log(e12 / e6nn) / np.log(2)
n_power = np.log(e12 / e_n2) / np.log(25 / 16)
gap = DECAY_REP - DECAY_HOP
assert abs(z_power - (DECAY_REP - 2 * DECAY_HOP) / (2 * gap)) < 1e-6
assert abs(n_power - DECAY_REP / gap) < 1e-6

print(f"hopping sigma, pi, delta: {DDS:.2f} {DDP:.2f} {DDD:.2f} eV")
print(f"reference bond length: {BOND_LENGTH:.2f} angstrom")
print(f"h^2: {h_rms**2:.4f} eV^2")
print(f"h: {h_rms:.4f} eV")
for power in (2, 3, 4):
    print(f"fcc moment {power}: {path_moments[power]:.4f} eV^{power}")
print(f"cluster centre: Z={counts[0]}, mu2={local_mu2[0]:.4f} eV^2")
print(f"cluster outer atom: Z={counts[1]}, mu2={local_mu2[1]:.4f} eV^2")
print(f"fcc rectangular width W: {width:.4f} eV")
print(f"fcc rectangular width W: {width / HARTREE:.5f} hartree")
print(f"fcc actual band width on mesh: {np.ptp(fcc):.4f} eV")
print(f"fcc model E_bond at N=5: {friedel(5, 12):.4f} eV")
print(f"fcc model E_bond at N=5: {friedel(5, 12) / HARTREE:.5f} hartree")
print(f"fcc bound on |E_bond| at N=5: {5 * np.sqrt(12) * h_rms:.4f} eV")
print("E_bond in eV/atom: N, fcc bands, fcc model, bcc bands, bcc model")
for n in range(1, 10):
    print(f"{n} {bond_energy(fcc, n):9.4f} {friedel(n, 12):9.4f}"
          f" {bond_energy(bcc, n):9.4f} {friedel(n, 8):9.4f}")
for name in ("fcc", "bcc"):
    print(f"{name} largest model error / model peak: {deviation[name]:.4f}")
    print(f"{name} largest |E(N)-E(10-N)|: {asym[name]:.4f} eV")
print("N=5: structure, Z, E_bond bands, E_bond model (eV), ratio")
for (name, (z_nn, _)), energy in zip(structures.items(), half_filled):
    model = friedel(5, z_nn)
    print(f"{name} {z_nn} {energy:.4f} {model:.4f} {energy / model:.4f}")
print(f"fitted power of Z from bands at fixed length: {exponent:.4f}")
print(f"decay of hopping: {DECAY_HOP:.1f} 1/angstrom")
print(f"decay of repulsion: {DECAY_REP:.1f} 1/angstrom")
print(f"repulsion per bond at reference length: {repulsion:.4f} eV")
print(f"relaxed Z=12, N=5: r={r12:.4f} angstrom, E={e12:.4f} eV")
print(f"relaxed Z=6, N=5: r={r6nn:.4f} angstrom, E={e6nn:.4f} eV")
print(f"relaxed Z=12, N=2: r={r_n2:.4f} angstrom, E={e_n2:.4f} eV")
print(f"relaxed power of Z: {z_power:.4f}")
print(f"relaxed power of N(10-N): {n_power:.4f}")
print("OK")
```

Running it gives:

```
hopping sigma, pi, delta: -0.90 0.60 -0.15 eV
reference bond length: 2.70 angstrom
h^2: 0.3150 eV^2
h: 0.5612 eV
fcc moment 2: 3.7800 eV^2
fcc moment 3: -1.7627 eV^3
fcc moment 4: 26.1043 eV^4
cluster centre: Z=12, mu2=3.7800 eV^2
cluster outer atom: Z=5, mu2=1.5750 eV^2
fcc rectangular width W: 6.7350 eV
fcc rectangular width W: 0.24751 hartree
fcc actual band width on mesh: 7.8415 eV
fcc model E_bond at N=5: -8.4187 eV
fcc model E_bond at N=5: -0.30938 hartree
fcc bound on |E_bond| at N=5: 9.7211 eV
E_bond in eV/atom: N, fcc bands, fcc model, bcc bands, bcc model
1   -3.2390   -3.0307   -2.2318   -2.4746
2   -5.6030   -5.3880   -4.0946   -4.3993
3   -7.3524   -7.0717   -5.6641   -5.7740
4   -8.3203   -8.0820   -6.8508   -6.5989
5   -8.4732   -8.4187   -7.2328   -6.8739
6   -7.9024   -8.0820   -6.8508   -6.5989
7   -6.6849   -7.0717   -5.6641   -5.7740
8   -4.9498   -5.3880   -4.0946   -4.3993
9   -2.6834   -3.0307   -2.2318   -2.4746
fcc largest model error / model peak: 0.0520
fcc largest |E(N)-E(10-N)|: 0.6675 eV
bcc largest model error / model peak: 0.0522
bcc largest |E(N)-E(10-N)|: 0.0000 eV
N=5: structure, Z, E_bond bands, E_bond model (eV), ratio
dimer 1 -2.4000 -2.4303 0.9875
chain 2 -3.0558 -3.4369 0.8891
square 4 -4.7266 -4.8606 0.9724
sc 6 -5.6835 -5.9529 0.9547
bcc 8 -7.2328 -6.8739 1.0522
fcc 12 -8.4732 -8.4187 1.0065
fitted power of Z from bands at fixed length: 0.5295
decay of hopping: 1.8 1/angstrom
decay of repulsion: 5.4 1/angstrom
repulsion per bond at reference length: 0.4677 eV
relaxed Z=12, N=5: r=2.7000 angstrom, E=-5.6125 eV
relaxed Z=6, N=5: r=2.6037 angstrom, E=-4.7195 eV
relaxed Z=12, N=2: r=2.8240 angstrom, E=-2.8736 eV
relaxed power of Z: 0.2500
relaxed power of N(10-N): 1.5000
OK
```
